\section*{Diffusion cooling of free electrons in the last stage of an afterglow}

\section{Who leaves, and how fast}

Q: Electrons in a gas at temperature $T_g$ collide with atoms at $T_g$. The walls merely remove electrons. How could those that remain become colder than everything around them?

A: By losing the wrong sample. If the departing electrons carry more than the mean energy, the mean of the rest falls. The gas then heats them, and a steady temperature is possible where the two rates agree. Whether the sample is biased, and in which direction, has to be derived.

Take two absorbing plates a distance $L$ apart, at $x=\pm L/2$. Electrons of mass $m$ collide elastically with atoms of mass $M\gg m$. There is no applied field, no source of electrons, and so little charge that space charge does not hold the electrons back. This is the last stage of an afterglow. Temperatures are energies in the formulas and kelvin in the example.

Q: Then start with the loss. Why should it depend on speed?

A: Write the distribution as an isotropic part and a small directed part, $f=f_0(v,x,t)+f_1(v,x,t)\cos\theta$, with $\theta$ the angle between velocity and the $x$ axis. Let $\nu(v)$ be the momentum-transfer frequency, the rate at which collisions erase $f_1$. Averaging the Boltzmann equation over directions, first as it stands and then after multiplication by $\cos\theta$, and using $\langle\cos^2\theta\rangle=1/3$, gives
\begin{align}
\frac{\partial f_0}{\partial t}+\frac v3\frac{\partial f_1}{\partial x}&=C[f_0],\\
\frac{\partial f_1}{\partial t}+v\frac{\partial f_0}{\partial x}&=-\nu f_1 ,
\end{align}
where $C$ describes energy exchange with the gas. If the mean free path is much shorter than the gap, $f_1$ changes little during $1/\nu$, its time derivative can be dropped, and $f_1=-(v/\nu)\,\partial f_0/\partial x$. Hence
\begin{equation}
\frac{\partial f_0}{\partial t}=\frac{v^2}{3\nu}\frac{\partial^2 f_0}{\partial x^2}+C[f_0].
\end{equation}
To the same accuracy $f_0$ vanishes at the plates. The slowest profile is $f_0=F(v,t)\cos(x/\Lambda)$ with $\Lambda=L/\pi$. Two derivatives of the cosine give $-1/\Lambda^2$, so electrons of speed $v$ are lost at the frequency
\begin{equation}
k(v)=\frac{v^2}{3\nu(v)\Lambda^2}. \label{k}
\end{equation}
The bias is set by $v^2/\nu$, not by speed alone.

\section{What the gas gives back}

Q: The gas term must include the motion of the atoms, or it could not heat anything.

A: Begin with an atom at rest. An electron deflected by an angle $\chi$ transfers momentum of squared size $2m^2v^2(1-\cos\chi)$, so the atom recoils with energy $(m^2v^2/M)(1-\cos\chi)$. The average of $1-\cos\chi$ over collisions, times the collision rate, is $\nu$. Therefore
\begin{equation}
\frac{d}{dt}\frac{mv^2}{2}=-\frac{m^2v^2}{M}\nu
\quad\Rightarrow\quad
\frac{dv}{dt}=-\frac mM\nu v .
\end{equation}
Each collision changes the speed by a small fraction, so the flux in speed has a drift and a diffusion part, $J=-AF-B\,\partial F/\partial v$. A Maxwellian at $T_g$ must carry no flux. Since its derivative is $-(mv/T_g)F$, this requires $A=Bmv/T_g$. The random kicks come from the atoms' velocities, whose mean square is proportional to $T_g$, so to leading order in $m/M$ we have $B\propto T_g$. Then $A$ does not depend on $T_g$ and keeps its cold-gas value $(m/M)\nu v$. With $\partial F/\partial t=-v^{-2}\partial(v^2J)/\partial v$ and the loss added,
\begin{equation}
\frac{\partial F}{\partial t}=\frac1{v^2}\frac{\partial}{\partial v}\!\left[v^2\frac mM\nu\left(vF+\frac{T_g}{m}\frac{\partial F}{\partial v}\right)\right]-kF. \label{kin}
\end{equation}

Q: And the energy balance?

A: Let $\langle a\rangle=\int v^2aF\,dv/\int v^2F\,dv$, let $\varepsilon=mv^2/2$, and let $N$ be the number of electrons. The gas term conserves number, so $\dot N=-\langle k\rangle N$. If $P$ is the elastic heating per electron, $d(N\langle\varepsilon\rangle)/dt=NP-N\langle k\varepsilon\rangle$. Expanding the left side and dividing by $N$,
\begin{equation}
\frac{d\langle\varepsilon\rangle}{dt}=P-\langle k\rangle\left(\varepsilon_{\rm esc}-\langle\varepsilon\rangle\right),
\qquad \varepsilon_{\rm esc}=\frac{\langle k\varepsilon\rangle}{\langle k\rangle}. \label{bal}
\end{equation}
Only the excess of the escaping energy over the mean cools the rest. Integrating the gas term by parts gives
\begin{equation}
P=-\frac{m^2}{M}\,\frac{\int v^3\nu\,\bigl(vF+(T_g/m)F'\bigr)dv}{\int v^2F\,dv}. \label{P}
\end{equation}

\section{The direction of the effect}

Q: You still have not shown that the result is cooling. The distribution may distort in some awkward way.

A: It can be settled without knowing the shape. In the settled state $F\propto e^{-\lambda t}$, with $\lambda=\langle k\rangle$. Write $F=F_Mg$, where $F_M$ is the Maxwellian at $T_g$ and $g>0$. The Maxwellian part cancels in the bracket of (\ref{kin}), leaving $(T_g/m)F_Mg'$. Multiply by $v^2$ and integrate from zero:
\begin{equation}
v^2\frac{\nu T_g}{M}F_Mg'=\int_0^v u^2F_Mg\,\bigl[k(u)-\lambda\bigr]du . \label{sign}
\end{equation}
The right side is zero at $v=0$, and again at infinity because $\lambda=\langle k\rangle$. If $k$ rises with speed, the integrand is first negative and then positive. The integral thus falls from zero and climbs back to zero, and is negative in between. So $g$ decreases everywhere.

With averages over $F_M$ marked by $M$,
\begin{equation}
\langle\varepsilon\rangle-\tfrac32T_g=\frac{\langle\varepsilon g\rangle_M-\langle\varepsilon\rangle_M\langle g\rangle_M}{\langle g\rangle_M}.
\end{equation}
The numerator is half the average of $(\varepsilon-\varepsilon')(g-g')$ over two independent electrons. The factors have opposite signs, so it is negative. Defining $T=\tfrac23\langle\varepsilon\rangle$, we have $T<T_g$ for any loss strength within this model.

Q: And if $v^2/\nu$ does not rise?

A: If it is constant, the right side of (\ref{sign}) vanishes with $g$ constant, and $T=T_g$. If it falls, every sign reverses and the electrons become hotter than the gas. A numerical solution of (\ref{kin}) with $\nu\propto v^3$, and with $k=(m/M)\nu$ at the speed $\sqrt{T_g/m}$, gives $T/T_g=1.05$. That case illustrates the sign; its slowest electrons have long free paths and would not really diffuse. Cooling is therefore not automatic. It is guaranteed when $v^2/\nu$ rises with speed and reversed when it falls. When $v^2/\nu$ rises over some energies and falls over others, this argument does not decide the sign, and (\ref{kin}) has to be solved.

\section{Constant collision frequency}

Q: Give me a case that can be solved without approximating the shape.

A: Let $\nu$ be constant and try $F=e^{-mv^2/2T-\lambda t}$. Then $F'=-(mv/T)F$, the bracket in (\ref{kin}) contains $v(1-T_g/T)F$, and $v^{-2}(v^3F)'=(3-mv^2/T)F$. Dividing the equation by $F$,
\begin{equation}
-\lambda=\frac mM\nu\left(1-\frac{T_g}{T}\right)\left(3-\frac{mv^2}{T}\right)-\frac{v^2}{3\nu\Lambda^2}.
\end{equation}
This must hold at every speed. The terms in $v^2$ require
\begin{equation}
\frac{m^2\nu}{MT^2}(T_g-T)=\frac1{3\nu\Lambda^2}
\;\Rightarrow\;
T_g-T=\kappa\frac{T^2}{T_g},\quad
\kappa=\frac{MT_g}{3m^2\nu^2\Lambda^2}.
\end{equation}
The positive root of this quadratic is
\begin{equation}
\frac T{T_g}=\frac{\sqrt{1+4\kappa}-1}{2\kappa}=\frac{2}{1+\sqrt{1+4\kappa}}. \label{exact}
\end{equation}
The constant terms give $\lambda=3(m/M)\nu(T_g-T)/T=T/(m\nu\Lambda^2)$.

The energy balance says the same thing. Here $k\propto\varepsilon$, so $\varepsilon_{\rm esc}=\langle\varepsilon^2\rangle/\langle\varepsilon\rangle=(15T^2/4)/(3T/2)=5T/2$. Each loss removes an excess $T$, and the heating is $\lambda T=3(m/M)\nu(T_g-T)$.

Q: What are the limits?

A: For $\kappa\ll1$, $T/T_g\simeq1-\kappa$. For $\kappa\gg1$, $T/T_g\simeq\kappa^{-1/2}$, proportional to $\nu\Lambda$. Diffusion must remain valid there. The squared ratio of free path to $\Lambda$ is about $3T/(m\nu^2\Lambda^2)=9(m/M)\kappa T/T_g\simeq9(m/M)\sqrt\kappa$, so the strong-cooling law needs $1\ll\sqrt\kappa\ll M/9m$.

Q: Does an initial Maxwellian stay one while it cools?

A: Yes, for constant $\nu$. Let $T$ depend on time, and replace $\lambda t$ by $\int_0^t\lambda\,dt'$, with $\lambda=3(m/M)\nu(T_g-T)/T$ at each moment so that the constant terms still match. The left side then gains $m\dot Tv^2/2T^2$, and matching the $v^2$ terms gives
\begin{equation}
\dot T=2\frac mM\nu\left(T_g-T-\kappa\frac{T^2}{T_g}\right).
\end{equation}
With $y=T/T_g$ and $y_\pm=(-1\pm\sqrt{1+4\kappa})/2\kappa$, the bracket is $-\kappa T_g(y-y_+)(y-y_-)$. Separating variables by partial fractions and using $\kappa(y_+-y_-)=\sqrt{1+4\kappa}$,
\begin{equation}
\frac{y-y_+}{y-y_-}=\frac{y_0-y_+}{y_0-y_-}\,e^{-2(m/M)\nu\sqrt{1+4\kappa}\,t}.
\end{equation}

Q: All this rests on (\ref{kin}). Is there evidence that does not?

A: Individual electrons were followed between absorbing plates, with explicit recoil from thermal atoms, for $M/m=1000$ and $\kappa=1$. The plates were moved inward slightly, because the diffusing density extrapolates to zero a little behind an absorbing surface. Starting at $T_g$, the electrons cooled to $T/T_g=0.622$; (\ref{exact}) gives $0.618$. The loss per collision was $0.00187$ against a predicted $0.00185$.

\section{Constant cross section}

Q: A real atom need not have constant $\nu$. For helium a constant cross section is nearer the truth.

A: Then the free path $\ell$ is constant, $\nu=v/\ell$ and $k=v\ell/3\Lambda^2$. The loss still favours fast electrons, but less strongly. First suppose that something keeps the electrons Maxwellian, with mean speed $\bar v=\sqrt{8T/\pi m}$. With $s=\varepsilon/T$, $\langle v\varepsilon\rangle/\langle v\rangle=T\int s^2e^{-s}ds/\int s\,e^{-s}ds=2T$. The excess per loss is $2T-3T/2=T/2$. In (\ref{P}) the bracket is again $v(1-T_g/T)F$, and $\langle v^3\rangle=2\langle v\varepsilon\rangle/m=4T\bar v/m$, so
\begin{equation}
P=\frac{m^2}{M\ell}\left(\frac{T_g}{T}-1\right)\langle v^3\rangle=4\frac mM\frac{\bar v}{\ell}(T_g-T).
\end{equation}
Directly sampled hard-sphere collisions at $M/m=100$ and $T=T_g/2$ gave $0.98$ of this leading-order value, with a sampling error of about $0.01$; keeping the finite mass exactly, the ratio is $M^2(M+m)^{-2}\sqrt{1+mT_g/MT}=0.990$. Setting heating equal to cooling,
\begin{equation}
4\frac mM\frac{\bar v}{\ell}(T_g-T)=\frac{\bar v\ell}{3\Lambda^2}\,\frac T2
\;\Rightarrow\;
\frac T{T_g}=\frac1{1+S/24},\quad S=\frac Mm\frac{\ell^2}{\Lambda^2}. \label{max}
\end{equation}

Q: You supposed a Maxwellian. What if nothing maintains it?

A: For weak loss the answer follows from (\ref{sign}). Normalize $\int v^2F_Mdv=1$ and put $g=1$ on its right side, which becomes $K(v)=\int_0^vu^2F_M(k-\langle k\rangle_M)du$. Then $g'=MK/(v^2\nu T_gF_M)$. We also need
\begin{equation}
(v^3F_M)'=\left(3v^2-\frac{mv^4}{T_g}\right)F_M=-\frac2{T_g}v^2F_M\left(\varepsilon-\tfrac32T_g\right).
\end{equation}
The shift of the mean energy is therefore, after one integration by parts,
\begin{equation}
\delta\langle\varepsilon\rangle=\int v^2F_M\left(\varepsilon-\tfrac32T_g\right)g\,dv
=\frac{T_g}2\int v^3F_Mg'\,dv=\frac{M\ell}{2}\int_0^\infty K\,dv .
\end{equation}
The last step used $v/\nu=\ell$. A second integration by parts, with $K$ zero at infinity, gives
\begin{equation}
\int_0^\infty K\,dv=-\left(\langle vk\rangle_M-\langle v\rangle_M\langle k\rangle_M\right)
=-\frac{\ell}{3\Lambda^2}\left(3-\frac8\pi\right)\frac{T_g}m .
\end{equation}
Since $\delta T=\tfrac23\delta\langle\varepsilon\rangle$,
\begin{equation}
1-\frac T{T_g}=\frac{3-8/\pi}{9}\,S+O(S^2)\simeq0.0504\,S. \label{weak}
\end{equation}
The Maxwellian balance has slope $1/24\simeq0.0417$, so it misses about a sixth of the weak cooling. A grid solution of (\ref{kin}) at $S=0.01$ gives $0.05038$.

\section{Helium at one torr}

Q: Put numbers in.

A: Take helium at 1 Torr and 300 K, a 4 cm gap, and a constant momentum-transfer cross section of $6\times10^{-20}\ \mathrm{m^2}$, a round value somewhat above helium's own at these low energies. Then $\ell=0.0518$ cm, $\Lambda=4/\pi=1.273$ cm and $\ell/\Lambda=0.0407$. With $M/m=7296$, $S=7296\times0.0407^2\simeq12.1$.

Equation (\ref{max}) gives $300/(1+12.07/24)\simeq200$ K. The numerical solution of (\ref{kin}) gives 169 K. The weak-loss line (\ref{weak}) would give 118 K, but $S=12$ is far outside its range. If one instead uses a constant $\nu=\bar v(T_g)/\ell$, then $\kappa=\pi S/24=1.58$ and (\ref{exact}) gives 162 K; that figure depends on the speed at which $\nu$ was fixed.

Q: Which of these should I believe, 200 K or 169 K?

A: That depends on electron--electron collisions, which would restore a Maxwellian. At an assumed 100 electrons per $\mathrm{cm^3}$ their rate is about 2 per second, while the distribution settles at $7.1\times10^4$ per second. They are negligible, and 169 K is the result of this model.

The shape shows the difference. Define a local temperature by $1/T_{\rm loc}=-d\ln F/d\varepsilon$. It is 167 K at $\varepsilon=T_g$ and 256 K at $\varepsilon=8T_g$. The warm tail follows from (\ref{sign}). At high speed the integral equals minus its remainder from $v$ to infinity, about $-(T_g/mv)v^2F_Mgk$. So $g'/g\simeq-(M/m)k/(\nu v)=-S/3v$, and $1/T_{\rm loc}\simeq1/T_g+S/(3mv^2)$, which tends to $1/T_g$. At $8T_g$ this leading estimate is 240 K. It drops $\lambda$ against $k$, although $\lambda$ is still about 30\% of $k$ there; keeping $k-\lambda$ gives 255 K.

Q: Does the energy account close?

A: The electrons present have a mean energy of 21.8 meV, those escaping 31.7 meV. The excess is 9.9 meV and the loss rate $8.37\times10^4$ per second, so cooling is $0.0837\times9.94\simeq0.83$ meV per microsecond. The elastic heating, computed separately from (\ref{P}), is 0.831 meV per microsecond.

Q: But electrons vanish at that same rate. Is anyone left to be cold?

A: Few. Starting from a Maxwellian at 300 K with the cosine profile, the temperature after 10 $\mu$s is 227 K with 35\% of the electrons left. After 40 $\mu$s it is 175 K with 2.3\% left, and after 80 $\mu$s 169 K with 0.08\%. Loss is itself the cooling mechanism, and here the settling rate is slightly below the loss rate.

Q: How does pressure change this?

A: With gap, gas temperature and cross section held fixed, $S\propto p^{-2}$. The kinetic temperature is 64 K at 0.5 Torr, 257 K at 2 Torr and 293 K at 5 Torr. The Maxwellian balance gives 100, 267 and 294 K. The two agree when cooling is weak because both then approach $T_g$.

\section{How far a real chamber is from this}

Q: A processing plasma does not contain 100 electrons per cubic centimetre.

A: No. A pressure near 1 Torr and a gap of a few centimetres are ordinary for capacitive discharges, but working densities are many orders of magnitude higher. Positive ions are slower and stay behind when electrons leave. If their charge is uncompensated, a uniform density $n$ of them makes the centre positive relative to the plates by $enL^2/8\epsilon_0$, which holds electrons back. For $100\ \mathrm{cm^{-3}}$ this is 0.36 mV, or 2.5\% of the electrons' thermal voltage of 14.5 mV. It would equal the thermal voltage near $100\times14.5/0.362\simeq4000\ \mathrm{cm^{-3}}$. The barrier slows the loss appreciably even before that density is reached, and above it can exceed the electrons' thermal energy. Equation (\ref{k}) then no longer describes the loss, and 169 K is not a prediction. Plates are the other weak point. A stray voltage of 1.5 mV is only a tenth of the thermal voltage, but contact potential differences between real surfaces can be much larger. A voltage $V$ across the gap changes the loss and also heats the electrons. The force $eV/L$ times the drift speed $eV/(m\nu L)$ gives a heating of $e^2V^2/(m\nu L^2)$ per electron. For 100 mV and the constant $\nu=\bar v(T_g)/\ell$ used above, this is about 5 meV per microsecond, well above the 0.83 supplied by the gas. Because the field also changes the loss, comparing these two heating rates does not by itself settle whether the electrons stay colder than the gas. Long-lived excited atoms, which can produce fast electrons, are also left out.

Q: And inside the model, what is the largest uncertainty?

A: The cross section. Lowering it by 20\% gives 130 K, raising it by 20\% gives 198 K, with all else fixed. Since the round value used is somewhat high for such slow electrons, this error makes 169 K too warm rather than too cold: helium's energy-dependent cross section, about $5.4\times10^{-20}\ \mathrm{m^2}$ at the mean energy, gives about 154 K. Letting the density vanish $0.71\,\ell$ behind each plate moves the result from 169 to 172 K at 1 Torr, and from 64 to 68 K at 0.5 Torr. The sign of the effect is firmer than its size: for a constant cross section $k$ rises with speed whatever the value of $\ell$, so the cooling remains while the temperature shifts. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
simulation, kappa = 1: T/Tg = 0.622, formula 0.618
simulation loss per collision = 0.00187, formula 0.00185
hard-sphere heating, sampled/formula = 0.983
weak-loss slope: grid 0.05038, formula 0.05039
Maxwellian-balance slope 1/24 = 0.04167
nu ~ v^2: T/Tg = 1.0000; nu ~ v^3: T/Tg = 1.0497
gas temperature = 300 K; pressure = 1.0 Torr
gap = 4.0 cm; diffusion length = 1.273 cm
cross section (rough) = 6.0e-20 m^2
mass ratio M/m = 7296.3
mean free path = 0.0518 cm; ell/Lambda = 0.0407
loss strength S = 12.067
electron temperature, kinetic equation = 168.6 K
electron temperature, Maxwellian balance = 199.6 K
constant-nu kappa = 1.580
electron temperature, constant nu = 161.9 K
electron temperature, weak-loss line = 117.6 K
mean energy of electrons present = 21.79 meV
mean energy of escaping electrons = 31.73 meV
mean energy at gas temperature = 38.78 meV
number decay rate = 8.370e+04 1/s
elastic heating per electron = 0.831 meV/us
settling rate of the shape = 7.124e+04 1/s
local temperature at energy Tg = 167.4 K
local temperature at energy 8 Tg = 255.6 K
after 5 us: T = 255.2 K, fraction left = 0.57852
after 10 us: T = 227.2 K, fraction left = 0.34813
after 20 us: T = 196.5 K, fraction left = 0.13553
after 40 us: T = 175.3 K, fraction left = 0.02349
after 80 us: T = 169.0 K, fraction left = 0.00081
0.5 Torr: kinetic T = 64.0 K, Maxwellian 99.6 K
1.0 Torr: kinetic T = 168.6 K, Maxwellian 199.6 K
2.0 Torr: kinetic T = 257.5 K, Maxwellian 266.5 K
5.0 Torr: kinetic T = 292.8 K, Maxwellian 294.1 K
T with plate extrapolation length = 171.7 K
T with cross section x 0.8 = 130.4 K
T with cross section x 1.2 = 198.3 K
assumed residual charge density = 100 cm^-3
space-charge potential, centre to plate = 0.362 mV
electron thermal voltage kT/e = 14.53 mV
stray plate voltage equal to 0.1 kT/e = 1.45 mV
electron-electron collision rate = 1.68 1/s
\end{verbatim}
